\section*{Why Can a Schottky Drain Make Transistor Turn-On Superlinear?}

\section*{The question}

The channel of a transistor that is switched on behaves, at small drain voltage, like a resistor. Why, then, can a metal drain with a Schottky barrier make the current rise faster than in proportion to the drain voltage, although the barrier is one more obstacle in the same current path?

\section*{The drain barrier is forward biased}

Take an n-type channel with an ohmic source and a Schottky drain. The drain metal is made positive by $V$ relative to the source, and $I>0$ is the conventional current into the drain terminal. Electrons flow from the source, through the channel, and over the barrier into the metal.

Let $V_d$ be the part of $V$ that falls across the drain junction. The electron Fermi level at the channel end of the junction then lies $qV_d$ above that of the metal. Electrons leaving the channel see a barrier $\phi_B-qV_d$, while electrons in the metal still see $\phi_B$. A positive drain therefore lowers the barrier for outgoing electrons, which is forward bias.

Suppose that each barrier is well above $kT$, so that Boltzmann statistics hold, and that electrons cross by thermionic emission. For a barrier top at energy $\Phi$ above the Fermi level of the emitting side, contact area $A$ and effective emission mass $m$, the current in one direction is
\begin{equation}
I_{\rightarrow}=qA\,\frac{2}{h^3}\int_{p_x>0}\frac{p_x}{m}\,
e^{-\Phi/kT}e^{-p^2/2mkT}\,d^3p .
\end{equation}
The factor 2 counts spin. The integral over $p_x$, including $p_x/m$, gives $kT$, and the two transverse integrals give $2\pi mkT$. Hence
\begin{equation}
I_{\rightarrow}=AA^*T^2e^{-\Phi/kT},\qquad
A^*=\frac{4\pi qmk^2}{h^3}.
\end{equation}
Subtracting the flow from the metal ($\Phi=\phi_B$) from the flow out of the channel ($\Phi=\phi_B-qV_d$) gives
\begin{equation}
I=I_s\left(e^{V_d/V_T}-1\right),\qquad
I_s=AA^*T^2e^{-\phi_B/kT},\qquad V_T=\frac{kT}{q}.
\label{diode}
\end{equation}

\section*{Continuity decides how the voltage is shared}

Let the channel have a constant resistance $R$. In steady state no charge accumulates between channel and junction, so both carry the same current:
\begin{equation}
\frac{V-V_d}{R}=I_s\left(e^{V_d/V_T}-1\right).
\label{continuity}
\end{equation}
The left side falls with $V_d$ and the right side rises, so there is one solution. Inverting Eq.~(\ref{diode}) for $V_d$ and adding the channel drop $IR$ gives
\begin{equation}
V=IR+V_T\ln\left(1+\frac{I}{I_s}\right).
\label{sum}
\end{equation}

This can be solved for the current. Define $a=I_sR/V_T$ and $y=(I+I_s)R/V_T$. Then $IR/V_T=y-a$ and $1+I/I_s=y/a$, so that
\begin{equation}
\frac{V}{V_T}=y-a+\ln\frac{y}{a}
\quad\Longrightarrow\quad
ye^y=a\,e^{a+V/V_T}.
\end{equation}
The Lambert function $W$ is defined by $W(z)e^{W(z)}=z$. Therefore
\begin{equation}
I=\frac{V_T}{R}\,W\!\left(a\,e^{a+V/V_T}\right)-I_s .
\end{equation}

The mechanism is easier to see in the differential resistance. Differentiating Eq.~(\ref{sum}) gives
\begin{equation}
\frac{dV}{dI}=R+\frac{V_T}{I+I_s},
\qquad
g\equiv\frac{dI}{dV}=\left(R+\frac{V_T}{I+I_s}\right)^{-1}.
\label{g}
\end{equation}
The diode is a series resistance that shrinks as current passes through it. Each further step in voltage meets less resistance than the previous one, so the conductance grows. Formally,
\begin{equation}
\frac{d^2I}{dV^2}=\frac{dg}{dI}\frac{dI}{dV}
=\left[g^2\frac{V_T}{(I+I_s)^2}\right]g
=\frac{V_Tg^3}{(I+I_s)^2}>0 .
\label{curv}
\end{equation}
Since $g$ increases with $V$ and $I(0)=0$, we have $I(V)=\int_0^Vg\,dV'<Vg(V)$ for $V>0$. The local exponent
\begin{equation}
s=\frac{d\ln I}{d\ln V}=\frac{Vg}{I}
\end{equation}
is therefore greater than one, which is the precise meaning of superlinear here.

The barrier does not raise the current above that of the bare resistor. The fraction of the bare-resistor current that flows is smallest at low voltage and grows with $V$. The superlinear rise is this growth, even though the missing current, $V_d/R$, also increases.

\section*{How strong is the effect, and where does it end?}

At $V\to0$ the response is linear, with conductance $G_0=1/(R+V_T/I_s)$. There is no true threshold. At large current $g$ tends to $1/R$, so the total rise in conductance is
\begin{equation}
\frac{1/R}{G_0}=1+\frac{V_T}{I_sR}=1+\frac1a .
\end{equation}
The turn-on is pronounced if $a\ll1$, that is, if the junction at zero bias is much more resistive than the channel. In the opposite limit $a\gg1$ the channel controls the current throughout. For $a=10$ the conductance can rise by at most 10\%, and the largest exponent found up to $0.31$ V at 300 K is 1.019. A Schottky drain therefore does not by itself ensure a visible effect.

For $a<1$ there is a natural knee, where diode and channel have equal differential resistance. Setting $V_T/(I_k+I_s)=R$ gives $I_k=V_T/R-I_s$ and $g=1/(2R)$. Inserting $I_k$ into Eq.~(\ref{sum}), with $1+I_k/I_s=V_T/(I_sR)$, yields
\begin{equation}
V_k=V_T-I_sR+V_T\ln\frac{V_T}{I_sR}.
\label{knee}
\end{equation}

Well above the knee the slope approaches $1/R$, and the curve begins to look like a line displaced along the voltage axis. The tangent at a point $(V,I)$ meets that axis at
\begin{align}
V_0&=V-\frac{I}{g}
=V-IR-\frac{V_TI}{I+I_s}\nonumber\\
&=V_T\left[\ln\left(1+\frac{I}{I_s}\right)-\frac{I}{I+I_s}\right].
\label{offset}
\end{align}
For $I\gg I_s$ this offset grows by $V_T\ln10$ per decade of current. It is a property of the chosen tangent, not a fixed turn-on voltage.

\section*{Why the source must be better than the drain}

The source has been ohmic so far. If it also has a thermionic barrier, electrons enter the channel from the metal over a barrier that the bias does not lower. That junction is reverse biased. With saturation current $I_{ss}$ and voltage drop $V_s$,
\begin{equation}
I=I_{ss}\left(1-e^{-V_s/V_T}\right),\qquad
V_s=-V_T\ln\left(1-\frac{I}{I_{ss}}\right).
\end{equation}
Adding $V_s$ to Eq.~(\ref{sum}) and differentiating twice gives
\begin{equation}
\frac{d^2V}{dI^2}=V_T\left[\frac{1}{(I_{ss}-I)^2}-\frac{1}{(I+I_s)^2}\right].
\end{equation}
Differentiating $dI/dV=(dV/dI)^{-1}$ shows that $d^2I/dV^2=-(dI/dV)^3\,d^2V/dI^2$. At zero bias,
\begin{equation}
\left.\frac{d^2I}{dV^2}\right|_0
=V_TG_0^3\left(\frac1{I_s^2}-\frac1{I_{ss}^2}\right),
\quad
G_0=\left(R+\frac{V_T}{I_s}+\frac{V_T}{I_{ss}}\right)^{-1}.
\end{equation}
The initial turn-on is superlinear only if $I_{ss}>I_s$. Direct solution of the continuity equation confirms the sign: the initial curvature is negative for $I_{ss}/I_s=0.5$ and 0.9, and positive for 1.1 and 3. Even then the curve bends over once $I_{ss}-I=I+I_s$, at $I=(I_{ss}-I_s)/2$. A constant $R$ has no curvature and does not move this current.

Equal contacts give $I_{ss}-I<I+I_s$ for every $I>0$, hence a sublinear curve. With $R=0$ the voltage sum becomes $V=V_T\ln[(I_s+I)/(I_s-I)]$, or $I=I_s\tanh(V/2V_T)$. In this model the drain barrier thus explains superlinear output in a device whose source has a larger saturation current than its drain, but not in one with two equal thermionic barriers. A visible effect needs $I_{ss}\gg I_s$: for the wire below, the peak exponent is 1.001, 1.11 and 1.47 for $I_{ss}/I_s=1.1$, 3 and 10.

\section*{Numbers for a silicon wire}

Consider a silicon wire at 300 K, 50 nm in diameter and 1000 nm long, with $10^{17}$ electrons per cm$^3$, supplied by an equal density of ionised donors, and a mobility of 500 cm$^2$/Vs. The source is ohmic and the effective drain barrier is 0.35 eV. The cross-section is 1963 nm$^2$, or $1.963\times10^{-11}$ cm$^2$, so
\begin{equation}
R=\frac{10^{-4}\ \mathrm{cm}}
{qn\mu\,(1.963\times10^{-11}\ \mathrm{cm^2})}=0.636\ \mathrm{M\Omega}.
\end{equation}
An emission mass of $0.92\,m_0$ gives $A^*=110.6$ A/cm$^2$K$^2$. This is a reduced effective value, meant to allow for electrons scattered or reflected back at the barrier. Ideal emission from the six silicon valleys through a (100) face would give about $2.05\,m_0$ and 246 A/cm$^2$K$^2$, and so a 2.2 times larger $I_s$. With $V_T=25.85$ mV,
\begin{equation}
I_s=(1.963\times10^{-11})(110.6)(300)^2e^{-0.35/0.02585}\ \mathrm{A}
=0.258\ \mathrm{nA}.
\end{equation}
The zero-bias diode resistance is $V_T/I_s=100$ M$\Omega$, far above $R$. Thus $a=0.00634$, and the limiting conductance of the model at high current is 159 times that at zero bias. Solving Eq.~(\ref{continuity}) gives:

\begin{center}
\begin{tabular}{ccccc}
$V$ (V) & $I$ (nA) & $V_d$ (mV) & $IR$ (mV) & $Rg$\\
0.03 & 0.554 & 29.7 & 0.35 & 0.020\\
0.10 & 9.50 & 94.0 & 6.0 & 0.194\\
0.20 & 80.8 & 148.7 & 51.3 & 0.666\\
0.30 & 201 & 172.2 & 127.8 & 0.832
\end{tabular}
\end{center}

A tenfold voltage, from 0.03 to 0.30 V, raises the current 363 times. At 0.03 V the diode takes 99\% of the voltage, and at 0.30 V it takes 57\%. The resistor alone would carry $0.30/0.636=0.472\ \mu$A at 0.30 V, so the barrier still reduces the current there.

Equation~(\ref{knee}) places the knee at
\begin{equation}
V_k=25.85-0.16+25.85\ln\frac{1}{0.00634}=156.5\ \mathrm{mV}.
\end{equation}
The local exponent peaks at 3.29, near 119 mV. The reason for a peak follows from $s=V/[IR+V_TI/(I+I_s)]$. For $I\gg I_s$ but $IR\ll V_T$ this is about $V/V_T$, which grows with voltage. At high current $IR$ dominates both $V$ and the denominator, and $s$ returns towards one. The tangent at 0.30 V gives an apparent offset of $172.2-25.8=146.4$ mV.

With a source barrier equal to that of the drain, and both barriers independent of bias, the current at 0.30 V would be 0.258 nA instead of 201 nA. In a real contact, reverse bias strengthens image-force lowering and tunnelling at the source. Planar estimates then give about 0.4 to 0.5 nA, still far below 201 nA. To keep the curve convex up to 201 nA, the source needs $I_{ss}>2I+I_s\approx402$ nA.

\section*{How far a real wire may differ}

The parameters are rough values. The barrier is in the range of low-barrier rare-earth silicides on n-type silicon; nickel silicide has a much higher one, roughly 0.65 eV. At fixed $R$, $A^*$ and temperature, and for $a\ll1$, Eq.~(\ref{knee}) moves the knee up by about 0.1 V for each 0.1 eV of added barrier. The ohmic source stands for a heavily doped contact. A transistor with the same silicide at both ends breaks this assumption, and the equal-contact result above shows how drastic the change can be. If such a device has superlinear output, a sufficiently strong bias-dependent thinning of its source barrier is a possible cause, but that lies outside this model.

With the effective drain barrier held at 0.35 eV, the barrier height above the conduction-band edge in the channel falls from 0.204 eV at zero bias to 0.032 eV at 0.30 V in the lumped model, which is comparable with $kT$. (The height $\phi_B-qV_d$ used earlier is measured from the channel Fermi level, which lies 0.146 eV below that band edge.) The example is then near the end of the diode law's range. Planar estimates give the other corrections at 0.30 V. Let 0.35 eV be the effective barrier at zero bias, so that only changes with bias count. In the full-depletion approximation, weaker image-force lowering then adds about 12 mV to the diode drop, and reduced tunnelling about 11 mV. Together they lower the current by about 15\%, to 172 nA. This is a one-step estimate: both shifts are evaluated at the unshifted drop of 172 mV, for a zero-bias band bending of 0.204 eV. At the shifted drop of 191 mV only 13 mV of that bending would remain, so the figure is not self-consistent. If the bare barrier is raised to about 0.39--0.40 eV, so that the lowering brings it to 0.35 eV, the self-consistent full-depletion reduction is about 10 to 12\%. Full depletion is a poor approximation when little barrier is left. With the mobile electrons included in the barrier profile, and image force and tunnelling treated together and self-consistently, the reduction is about 11\% for the raised bare barrier and about 22\% for a zero-bias bending of 0.204 eV. In the latter case only a few mV of bending remain, and the diode law has reached its end. The strong superlinearity remains in either case. Finite drift velocity in the barrier adds roughly 4 to 5 mV if $A^*$ does not already include it. The net addition is nearer 2 to 3 mV, because $R$ already counts the depleted end of the wire as ordinary channel. The channel drift velocity is about 6\% of a saturation velocity of $10^7$ cm/s.

A constant $R$ also requires a gate overdrive (gate voltage beyond threshold) well above the channel drop of 0.13 V. At an overdrive of 2 V, channel narrowing lowers the current by only about 3\%, but with this electron density that means a very weakly coupled gate, about 16 pF per metre of wire. For a wire embedded in oxide with a back gate 100 nm away, measured from the wire surface, the same density corresponds to an overdrive of about 0.33 V and a reduction of about 17\%. With a closely wrapped gate the overdrive can be smaller than the channel drop. The channel current then saturates, and the constant-$R$ model no longer applies at 0.30 V.

The planar picture is itself uncertain, because the zero-bias depletion width, 51 nm, is as large as the wire diameter and contains only about ten donors. The assumed electron density also needs a well passivated surface: a trapped charge of about $1.3\times10^{11}$ electrons per cm$^2$ would deplete the whole wire. A gate that thins the drain barrier increases tunnelling. If this acts as a tenfold larger $I_s$, the diode drop at fixed current $I\gg I_s$ falls by about $V_T\ln10=60$ mV and the turn-on becomes less abrupt. The numerical output lists further values for this example.

\section*{Numbers as computed}
\begin{verbatim}
Temperature 300 K; thermal voltage 25.85 mV
Wire diameter 50 nm; length 1000 nm
Electron density 1.0e+17 cm^-3; mobility 500 cm2/Vs
Effective drain barrier 0.35 eV
Richardson mass 0.92 m0; constant 110.6 A/cm2K2
Wire cross-section 1963 nm2
Drain saturation current Is 0.2577 nA
Channel resistance R 0.6358 Mohm
Zero-bias diode resistance VT/Is 100.32 Mohm
Is R 0.1638 mV; Is R/VT 0.00634
Full conductance rise, 1 + VT/(Is R) 158.8
V (V) | I (nA) | diode drop (mV) | channel drop (mV) | R dI/dV
0.01 | 0.1206 | 9.92 | 0.077 | 0.0092
0.03 | 0.5536 | 29.65 | 0.352 | 0.0196
0.05 | 1.4621 | 49.07 | 0.930 | 0.0406
0.10 | 9.5044 | 93.96 | 6.042 | 0.1936
0.15 | 35.4343 | 127.47 | 22.528 | 0.4674
0.20 | 80.7516 | 148.66 | 51.338 | 0.6658
0.30 | 201.0335 | 172.19 | 127.808 | 0.8319
Current ratio I(0.30 V)/I(0.03 V) 363.1
Knee voltage: formula 156.53 mV; numerical 156.53 mV
Peak local exponent 3.29 at 118.6 mV
Peak exponent if Is R/VT = 10: 1.019
Apparent offset from tangent at 0.30 V: 146.4 mV
Current at 0.30 V with equal source barrier 0.2577 nA
Current at -0.30 V, ohmic source -0.2577 nA
Neglected effects, at 0.30 V unless stated:
Band edge above Fermi level 0.1458 eV
Depletion barrier: zero bias 0.2042 eV; at 0.30 V 0.0320 eV
Depletion width at zero bias 51.4 nm
Peak contact field at zero bias 0.0795 MV/cm
Image lowering: zero bias 31.0 meV; biased 18.8 meV
Tunnelling flux factor: zero bias 2.17; biased 1.44
Extra diode drop: image 12.1 mV; tunnel 10.6 mV
Current with both extra drops 171.7 nA (-14.6 %)
Emission/drift velocity ratio 0.221; extra drop 5.2 mV
Gate overdrive 2.0 V: current 195.6 nA (-2.7 %)
Channel drift velocity / saturation velocity 0.064
\end{verbatim}
